# Four plane waves at the W point of aluminium

**Problem.** A face-centred cubic crystal has one atom per primitive cell, placed at the origin, and cubic lattice constant \(a\). An electron moves in a weak, local, spin-independent potential \(V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\) with the full cubic symmetry about the atom. Hartree atomic units are used, \(g=2\pi/a\), and the energy zero is fixed by \(V_{\mathbf 0}=0\). Find, to first order in \(V\), the lowest four levels at the zone corner \(\mathbf W=g(1,\tfrac12,0)\), with their degeneracies. Evaluate them for aluminium with form factors obtained by fitting a four-wave model to measured Fermi-surface data, used here as rough recalled sizes: \(V_{111}\approx0.009\) hartree, \(V_{200}\approx0.028\) hartree, with \(a\approx7.6\) bohr. Estimate what the first-order answer leaves out.

## The degenerate shell

The reciprocal lattice vectors are \(\mathbf G=g(h,k,l)\) with \(h,k,l\) all even or all odd. A real potential has \(V_{-\mathbf G}=V_{\mathbf G}^*\), and inversion about the atom gives \(V_{-\mathbf G}=V_{\mathbf G}\), so every \(V_{\mathbf G}\) is real. Invariance under each cubic operation \(R\) gives \(V_{R\mathbf G}=V_{\mathbf G}\): one number \(V_{111}\) serves the eight vectors \(g(\pm1,\pm1,\pm1)\), and one number \(V_{200}\) the six vectors of type \(g(\pm2,0,0)\).

A Bloch state at W is \(\psi=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}\) with \(\mathbf k=\mathbf W-\mathbf G\). The cell average of \(e^{-i\mathbf k\cdot\mathbf r}Ve^{i\mathbf k'\cdot\mathbf r}\) picks the component with \(\mathbf G=\mathbf k-\mathbf k'\), so the Schrödinger equation becomes
\[
\left(\tfrac12k^2-E\right)c_{\mathbf k}+\sum_{\mathbf k'}V_{\mathbf k-\mathbf k'}\,c_{\mathbf k'}=0 .
\]
The waves are \(\mathbf k/g=(1-h,\tfrac12-k,-l)\). For even \(h,k,l\) the first component is odd, the second runs over \(\tfrac12,-\tfrac32,\tfrac52,\dots\), and the third is even. For odd \(h,k,l\) the first is even, the second runs over \(-\tfrac12,\tfrac32,-\tfrac52,\dots\), and the third is odd. The smallest \(k^2/g^2\) is \(1+\tfrac14=\tfrac54\), reached by
\[
\mathbf k_{1,2}=g(\pm1,\tfrac12,0),\qquad \mathbf k_{3,4}=g(0,-\tfrac12,\pm1),
\]
with kinetic energy \(E_0=5g^2/8\). The next value is \(1+\tfrac94=\tfrac{13}4\), reached by \(\mathbf q_{1,2}=g(\pm1,-\tfrac32,0)\) and \(\mathbf q_{3,4}=g(0,\tfrac32,\pm1)\); every other choice raises a component further. The kinetic gap is \(\tfrac12g^2(\tfrac{13}4-\tfrac54)=g^2\). First order in \(V\) means diagonalizing \(M_{ij}=V_{\mathbf k_i-\mathbf k_j}\) among the four waves \(\mathbf k_i\), which requires \(|V_{\mathbf G}|\ll g^2\).

## A tempting solution

At a single Bragg plane two waves mix and their level splits into \(\pm V_{\mathbf G}\). The point W lies on a square face, a (200) plane, and on a hexagonal face, a (111) plane. Reflection at the square face pairs \(\mathbf k_1\) with \(\mathbf k_2\) and \(\mathbf k_3\) with \(\mathbf k_4\). Reflection at the hexagonal face pairs \(\mathbf k_1\) with \(\mathbf k_3\) and \(\mathbf k_2\) with \(\mathbf k_4\). Four waves are then two independent two-level choices, and with \(\sigma_x\) the \(2\times2\) swap matrix,
\[
M_{\rm trial}=V_{200}\,(1\otimes\sigma_x)+V_{111}\,(\sigma_x\otimes1),
\]
where the first factor labels the pair, (1,2) or (3,4), and the second the member of the pair. The two terms commute and each swap has eigenvalues \(\pm1\), so the shifts are \(\pm V_{200}\pm V_{111}\) with independent signs: four distinct levels, summing to zero as a traceless matrix requires.

## The fault

The trial matrix sets \(M_{14}=M_{23}=0\) without computing them. The six differences are
\[
\begin{aligned}
\mathbf k_1-\mathbf k_2&=g(2,0,0), & \mathbf k_3-\mathbf k_4&=g(0,0,2),\\
\mathbf k_1-\mathbf k_3&=g(1,1,-1), & \mathbf k_1-\mathbf k_4&=g(1,1,1),\\
\mathbf k_2-\mathbf k_3&=g(-1,1,-1), & \mathbf k_2-\mathbf k_4&=g(-1,1,1).
\end{aligned}
\]
Each wave has two partners of type (111), not one: W lies on one square face and two hexagonal faces. The trial matrix also breaks a symmetry of the crystal. The mirror \(z\to-z\) leaves \(\mathbf k_1\) fixed and exchanges \(\mathbf k_3\) with \(\mathbf k_4\), so it demands \(M_{13}=M_{14}\). The trace could not expose the omission, because off-diagonal elements do not enter it. The trace of the square does. It equals \(\sum_{ij}M_{ij}^2=4V_{200}^2+8V_{111}^2\), from four entries \(V_{200}\) and eight entries \(V_{111}\), while the squares of the trial shifts add up to \(4V_{200}^2+4V_{111}^2\).

## The right solution

With all six differences,
\[
M=\begin{pmatrix}0&V_{200}&V_{111}&V_{111}\\V_{200}&0&V_{111}&V_{111}\\V_{111}&V_{111}&0&V_{200}\\V_{111}&V_{111}&V_{200}&0\end{pmatrix}
=V_{200}\,(1\otimes\sigma_x)+V_{111}\,\sigma_x\otimes(1+\sigma_x),
\]
since \(1+\sigma_x\) is the \(2\times2\) block of ones. The swaps \(\sigma_x\otimes1\) and \(1\otimes\sigma_x\) commute; on a joint eigenvector with eigenvalues \(s\) and \(t\), the shift is \(\varepsilon=tV_{200}+s(1+t)V_{111}\). For \(t=+1\) the eigenvectors and shifts are
\[
u_1=\tfrac12(1,1,1,1):\ \ V_{200}+2V_{111},\qquad u_2=\tfrac12(1,1,-1,-1):\ \ V_{200}-2V_{111}.
\]
For \(t=-1\) the factor \(1+t\) vanishes, both values of \(s\) give \(-V_{200}\), and any basis of that plane will do:
\[
u_3=\tfrac1{\sqrt2}(1,-1,0,0),\quad u_4=\tfrac1{\sqrt2}(0,0,1,-1):\ \ -V_{200}\ \text{twice}.
\]
The shifts add up to zero, and their squares to \(2V_{200}^2+8V_{111}^2+2V_{200}^2\), as the trace of \(M^2\) requires. For \(V_{111}=0\) the result is two separate two-wave gaps, \(\pm V_{200}\) twice, and agrees with the trial. For \(V_{200}=0\) it is \(\pm2V_{111},0,0\), where the trial gave \(\pm V_{111}\) twice.

**Real space.** Summing the plane waves with these coefficients, and dropping a factor \(i\) from the last two, gives
\[
\psi_{1,2}=\cos gx\,e^{igy/2}\pm\cos gz\,e^{-igy/2},\quad \psi_3=\sqrt2\sin gx\,e^{igy/2},\quad\psi_4=\sqrt2\sin gz\,e^{-igy/2}.
\]
The cross term in \(|\psi_{1,2}|^2\) is \(\pm2\cos gx\cos gz\,{\rm Re}\,e^{igy}\), and \(\cos^2\theta=\tfrac12(1+\cos2\theta)\), so
\[
|\psi_{1,2}|^2=1+\tfrac12\cos2gx+\tfrac12\cos2gz\pm2\cos gx\cos gy\cos gz,\qquad|\psi_3|^2=1-\cos2gx .
\]
The two stars of the potential sum to \(8V_{111}\cos gx\cos gy\cos gz+2V_{200}(\cos2gx+\cos2gy+\cos2gz)\), and all other stars average to zero against these densities. Each squared cosine averages to \(\tfrac12\). For \(\psi_{1,2}\) the mean potential is \(2\cdot\tfrac12\cdot2V_{200}\cdot\tfrac12\pm2\cdot8V_{111}\cdot\tfrac18=V_{200}\pm2V_{111}\), and for \(\psi_3\) it is \(-2V_{200}\cdot\tfrac12=-V_{200}\). At the atom the densities relative to the mean are 4, 0, 0, 0. Near it \(\psi_1\simeq2\), \(\psi_2\simeq igy\), \(\psi_3\simeq\sqrt2gx\), \(\psi_4\simeq\sqrt2gz\): one s-like and three p-like states. With both coefficients positive the potential has its maximum \(8V_{111}+6V_{200}\) at the atom, where all cosines equal one, and the s-like state, which piles density there, lies highest. For a real metal such as aluminium the weak potential is a pseudopotential, and these densities are those of the smooth pseudo-waves, not the true density inside the core.

**The doublet is protected.** A cubic operation that maps \(\mathbf W\) onto one of the four \(\mathbf k_i\) permutes the whole set \(\{\mathbf W-\mathbf G\}\) and commutes with the full Hamiltonian at W. The 48 operations send \(\mathbf W\) to 24 distinct vectors, two operations per vector, so there are \(4\times2=8\) such operations. They are generated by the mirrors \(m_x\) (\(x\to-x\)), \(m_z\) (\(z\to-z\)) and the rotation \(S:(x,y,z)\to(z,-y,x)\), and they form the group \(D_{2d}\) with axis \(y\). On the shell, \(m_x\) swaps 1 and 2, \(m_z\) swaps 3 and 4, and \(S\) swaps 1 with 3 and 2 with 4. Exact eigenstates can be labelled by their parities under the commuting mirrors. Since \(Sm_xS^{-1}=m_z\) and \(Sm_zS^{-1}=m_x\), the rotation carries an eigenstate of parities \((-,+)\) into one of parities \((+,-)\), orthogonal to it and of the same energy. The vectors \(u_3\) and \(u_4=Su_3\) have these parities, so their degeneracy holds at any strength of a cubic, spin-independent potential. The vectors \(u_1,u_2\) have parities \((+,+)\) and \(S=+1,-1\). The standard labels are \(W_1\) for \(u_1\), \(W_{2'}\) for \(u_2\) and \(W_3\) for the doublet. If a distortion of the potential keeps the mirrors \(m_x\) and \(m_z\) but makes \(V_{002}\ne V_{200}\), then \(S\) is lost, the mirrors still hold the four (111) elements of \(M\) equal, \(u_3\) and \(u_4\) remain eigenvectors of \(M\), and the doublet splits into \(-V_{200}\) and \(-V_{002}\).

**Signs.** Moving the origin by \(\mathbf t=(a/2,0,0)\) multiplies \(V_{\mathbf G}\) by \(e^{i\mathbf G\cdot\mathbf t}=e^{i\pi h}=(-1)^h\). The crystal is the same, so reversing the signs of all odd stars together leaves the spectrum unchanged; at W it exchanges the shifts of \(u_1\) and \(u_2\). Energies alone therefore fix \(|V_{111}|\), and its sign, with the atom at the origin, decides which singlet is s-like. The positive sign is adopted here. Reversing \(V_{200}\) alone changes the first-order spectrum, unless one of the two coefficients vanishes. For \(V_{200}>0\) the doublet is lowest when \(-V_{200}<V_{200}-2|V_{111}|\), that is when \(|V_{111}|<V_{200}\); at equality three first-order levels meet, although no operation of the crystal relates the singlet to the doublet.

## Numbers for aluminium

With \(g=2\pi/7.6=0.8267\) bohr\(^{-1}\) and \(g^2=0.6835\) bohr\(^{-2}\), the unperturbed level is \(E_0=\tfrac58(0.6835)=0.427\) hartree, or 11.6 eV. The ratios \(V_{200}/g^2=0.041\) and \(V_{111}/g^2=0.013\) are small, as required. The shifts, in hartree, are
\[
\begin{aligned}
W_1:&\quad 0.028+2(0.009)=+0.046\quad(+1.25\ {\rm eV}),\\
W_{2'}:&\quad 0.028-2(0.009)=+0.010\quad(+0.27\ {\rm eV}),\\
W_3:&\quad -0.028\ \text{twice}\quad(-0.76\ {\rm eV}),
\end{aligned}
\]
which place the levels at 0.473, 0.437 and 0.399 hartree. The splittings are \(4V_{111}=0.036\) hartree and \(2(V_{200}-V_{111})=0.038\) hartree, each about 1.0 eV. Rounding each input to the third decimal, by up to 0.0005 hartree, changes a shift by at most \(0.0005+2(0.0005)=0.0015\) hartree.

Three conduction electrons per atom and four atoms per cube give a density \(n=12/a^3\), hence \(k_F=(3\pi^2n)^{1/3}=(36\pi^2)^{1/3}/a=0.932\) bohr\(^{-1}\) and a free-electron Fermi energy \(E_F=\tfrac12k_F^2=0.434\) hartree, which is 0.0071 hartree above \(E_0\). Relative to \(E_F\), the doublet lies at \(-0.028-0.0071=-0.035\), \(W_1\) at \(0.046-0.0071=+0.039\) and \(W_{2'}\) at \(0.010-0.0071=+0.003\) hartree. The first two margins are many times the rounding bound. The third is only about twice the bound, and the potential also shifts the Fermi level, which is not computed here. Comparing with the free-electron \(E_F\) is therefore not enough to place \(W_{2'}\); that needs the bands filled over the whole zone.

## What first order leaves out

Split the coefficients into \(c_P\) on the four waves and \(c_Q\) on the rest. The \(Q\) rows of the Schrödinger equation give \(c_Q=-(H_{QQ}-E)^{-1}V_{QP}c_P\), and inserting this in the \(P\) rows gives
\[
\left[E_0+M-V_{PQ}(H_{QQ}-E)^{-1}V_{QP}\right]c_P=Ec_P .
\]
The last term already carries two factors of \(V\), so at second order \(H_{QQ}-E\) is replaced by the diagonal \(\tfrac12q^2-E_0\). The term commutes with \(m_x\), \(m_z\) and \(S\), and the four \(u_n\) carry four different sets of labels, so it is diagonal in them:
\[
\delta_n=-\sum_{\mathbf q\in Q}\frac{|\langle\mathbf q|V|u_n\rangle|^2}{\tfrac12q^2-E_0}.
\]
Every denominator is positive, so all four levels are pushed down. Take the model in which \(V_{111}\) and \(V_{200}\) are the bare coefficients and all other stars vanish. For \(\mathbf q_1=g(1,-\tfrac32,0)\) the differences from \(\mathbf k_1,\dots,\mathbf k_4\) are \(g(0,-2,0)\), \(g(2,-2,0)\), \(g(1,-1,-1)\), \(g(1,-1,1)\), so its couplings are \((V_{200},0,V_{111},V_{111})\). The mirror \(m_x\) gives \((0,V_{200},V_{111},V_{111})\) for \(\mathbf q_2\), and \(S\) gives \((V_{111},V_{111},V_{200},0)\) and \((V_{111},V_{111},0,V_{200})\) for \(\mathbf q_3,\mathbf q_4\). The amplitudes are \(\tfrac12(V_{200}+2V_{111})\) on all four waves for \(u_1\), \(\pm\tfrac12(V_{200}-2V_{111})\) on all four for \(u_2\), and \(\pm V_{200}/\sqrt2\) on two waves for \(u_3\). In each case the squares add up to \(\varepsilon_n^2\), so the next shell contributes \(-\varepsilon_n^2/g^2\):
\[
-\frac{0.046^2}{0.6835}=-0.00310,\qquad-\frac{0.010^2}{0.6835}=-0.00015,\qquad-\frac{0.028^2}{0.6835}=-0.00115 .
\]
These digits, and those below, treat the rough inputs as exact and serve to compare orders within the model.

The full sums are \(-0.00585\), \(-0.00142\) and \(-0.00316\) hartree for \(W_1\), \(W_{2'}\), \(W_3\). The nearest shell is thus a poor estimate, above all for \(W_{2'}\), where the (200) and (111) couplings to that shell enter with opposite signs and more distant shells supply most of the sum. In this two-star model the corrections are between a tenth and a seventh of the first-order shifts, more than the ratio 0.041 alone suggests; the sum has many terms, since each wave couples to \(8+6=14\) others, of which 3 lie in the shell and 11 outside. First plus second order gives \(+0.04015\), \(+0.00858\), \(-0.03116\) hartree, and diagonalization in 264 plane waves gives \(+0.04023\), \(+0.00856\), \(-0.03112\).

The form of \(M\) survives these corrections. Any effective \(4\times4\) Hermitian Hamiltonian with the symmetry of W is diagonal in the \(u_n\), by the argument on labels, so it equals \(\sum_nE_nu_nu_n^T\) with \(E_3=E_4\). Reading off elements 11, 12 and 13, with \(E_n\) measured from \(E_0\),
\[
d=\tfrac14(E_1+E_2+2E_3),\qquad V_{200}^{\rm eff}=\tfrac14(E_1+E_2-2E_3),\qquad V_{111}^{\rm eff}=\tfrac14(E_1-E_2).
\]
The converged model levels give \(d=\tfrac14(0.04023+0.00856-2\times0.03112)=-0.00336\), \(V_{200}^{\rm eff}=\tfrac14(0.04023+0.00856+2\times0.03112)=0.02776\) and \(V_{111}^{\rm eff}=\tfrac14(0.04023-0.00856)=0.00792\) hartree. In the two-star model the outer waves produce a common downward shift, lower \(V_{200}\) from 0.028 by less than the input rounding, and lower \(V_{111}\) from 0.009 by more than it. These sizes rest on setting the higher stars to zero and do not bound the effect in the real metal. Higher stars drop out at first order but enter at second order, partly in cross terms with \(V_{200}\) and \(V_{111}\): adding \(V_{220}=0.014\) hartree alone changes the second-order shifts to about \(-0.011\), \(-0.004\) and \(-0.002\) hartree and lowers \(V_{200}^{\rm eff}\) to about 0.025, and a screened empty-core form factor matched to \(V_{200}\) has \(V_{220}\approx0.05\) hartree. Such effective values depend on \(\mathbf k\): in the two-star model half the gap at L gives \(V_{111}^{\rm eff}=0.0070\) against 0.0079 at W, and half the gap at X gives \(V_{200}^{\rm eff}=0.0272\) against 0.0278 at W. Form factors fitted within a four-wave model that describes the bands near W play their part, so they belong in the \(4\times4\) matrix. Placing them in a large basis, as done here to size the effect, counts the outer waves twice, and the shifts \(+0.046\), \(+0.010\) and \(-0.028\) hartree, up to a common constant, remain the answer for the fitted inputs, as far as the fit holds at W.

The numerical check that follows asserts the spectrum from a matrix built from the geometry, from real-space quadrature for a lattice of Gaussians, and from derivatives of the large diagonalization with respect to the strength of the potential.

## Numbers as computed

```
input a (rough) = 7.6 bohr
input V111 (rough) = 0.009 hartree
input V200 (rough) = 0.028 hartree
1 hartree = 27.2114 eV
g = 2pi/a = 0.8267 1/bohr, g^2 = 0.6835 1/bohr^2
shells |k|^2/g^2 = [1.25, 3.25, 5.25, 7.25], sizes [4, 4, 8, 12]
E0 = 0.4272 hartree = 11.62 eV
gap to next shell = 0.6835 hartree
V200/gap = 0.041, V111/gap = 0.013
little group order = 8, zone corners = 24
density at atom / mean: [4.0, 0.0, 0.0, 0.0]
shift W1 = +0.0460 hartree = +1.25 eV
shift W2' = +0.0100 hartree = +0.27 eV
shift W3 = -0.0280 hartree = -0.76 eV
sum of four shifts = 0.0000 hartree
level W1 (four waves) = 0.4732 hartree
level W2' (four waves) = 0.4372 hartree
level W3 (four waves) = 0.3992 hartree
W1 - W2' = 0.0360 hartree = 0.98 eV
W2' - W3 = 0.0380 hartree = 1.03 eV
rounding of each V = 0.0005 hartree, bound on shifts = 0.0015 hartree
free kF = 0.9319 1/bohr, free EF = 0.4343 hartree
EF/E0 = 1.0166, EF - E0 = 0.0071 hartree
level W1 - free EF = +0.0389 hartree
level W2' - free EF = +0.0029 hartree
level W3 - free EF = -0.0351 hartree
second order W1 = -0.00585 hartree, next shell alone -0.00310 hartree
second order W2' = -0.00142 hartree, next shell alone -0.00015 hartree
second order W3 = -0.00316 hartree, next shell alone -0.00115 hartree
plane waves in large basis = 264 (check 488)
W1: 1st+2nd = +0.04015, converged = +0.04023 hartree
W2': 1st+2nd = +0.00858, converged = +0.00856 hartree
W3: 1st+2nd = -0.03116, converged = -0.03112 hartree
effective diagonal shift = -0.00336 hartree
effective V111 = 0.00792 hartree
effective V200 = 0.02776 hartree
```
